\section*{Adatom attachment on a terrace with an Ehrlich-Schwoebel barrier}

\section*{Setting}

A crystal surface grows from a uniform beam. One of its terraces lies between an ascending step at $x=0$, where the next higher terrace begins, and a descending step at $x=L$, beyond which lies the next lower terrace. The steps are straight, so only the coordinate $x$ across the terrace matters. Lengths are counted in sites, one site being the spacing between neighbouring atomic rows parallel to the steps.

Atoms land at rate $F$ per site and diffuse with coefficient $D$, in sites squared per second. Their density $n(x)$ is the number of adatoms per site. An atom reaching the ascending step attaches at once. At the descending step an extra barrier, the Ehrlich-Schwoebel barrier, hinders the hop over the edge. The current over this edge is $k_-n(L)$, where $k_-$ is an attachment velocity, and the descending kinetic length is $\ell=D/k_-$. The terrace has $L=50$ and $\ell=100$.

Desorption, islands on the terrace and passage through a step without attachment are neglected, and the density is taken as steady while the steps move. If the steps also emit atoms, and both have the same equilibrium density, $n$ denotes the excess over that density and the currents are net currents.

\section*{Part (a)}

\textbf{Question.} Find the steady density and the fraction $p$ of deposited atoms that attach to the ascending step, first for general $L$ and $\ell$, then for the given terrace. Discuss the limits of small and large $\ell$.

\textbf{Model answer.} In the steady state diffusion removes what the beam supplies:
\begin{equation}
D\,n''(x)=-F .
\end{equation}
One integration gives $Dn'(x)=F(x_0-x)$, where the constant $x_0$ is the position at which $n'=0$. Since $n''<0$, this is the density maximum.

The diffusion current in the direction of increasing $x$ is $-Dn'$. The current into the ascending step runs the other way, and the current into the descending step runs along $+x$:
\begin{equation}
J_+=Dn'(0)=Fx_0,\qquad J_-=-Dn'(L)=F(L-x_0).
\end{equation}
Their sum is $FL$, the total supply per site of step length. Hence $p=J_+/(FL)=x_0/L$, and it remains to find $x_0$.

Instantaneous attachment at a finite current requires $n(0)=0$. A second integration then gives
\begin{equation}
n(x)=\frac{F}{D}\left(x_0x-\frac{x^2}{2}\right).
\label{profile}
\end{equation}
At the descending step $J_-=k_-n(L)$, so
\begin{equation}
n(L)=\frac{J_-}{k_-}=\frac{\ell F}{D}(L-x_0).
\end{equation}
Equating this with (\ref{profile}) at $x=L$ and cancelling $F/D$,
\begin{align}
x_0L-\frac{L^2}{2}&=\ell L-\ell x_0,\\
x_0(L+\ell)&=L\left(\frac L2+\ell\right).
\end{align}
Division by $L(L+\ell)$ gives
\begin{equation}
p=\frac{L/2+\ell}{L+\ell}=1-\frac{L}{2(L+\ell)} .
\label{fraction}
\end{equation}
For the given terrace,
\begin{equation}
p=\frac{25+100}{50+100}=\frac{125}{150}=\frac56 .
\end{equation}
Five sixths of the atoms attach to the ascending step and one sixth to the descending step. The density maximum lies at $x_0=5L/6\approx41.7$ sites.

For $\ell\to0$ both edges absorb equally well and $p\to1/2$. For $\ell\to\infty$ the descending edge reflects every atom and $p\to1$. What counts is the ratio $\ell/L$: a given barrier matters little on a terrace much wider than $\ell$. The rate $F$ cancels in $p$ because the equations are linear in $n$, and $D$ enters only through $\ell=D/k_-$.

\section*{Part (b)}

\textbf{Question.} Let atoms hop between neighbouring rows at rate $w$ in each direction, but from the last row, $i=L-1$, over the edge at the lower rate $w'$. Row $0$ touches the ascending step, and an atom there is attached. An atom that crosses the edge is attached to the descending step. Express $\ell$ through $w$ and $w'$. Then find the probability $u_i$ that an atom landing on row $i$ ends at the ascending step, and use it to check part (a). Do atoms landing beyond the density maximum go down?

\textbf{Model answer.} A walk with unit steps at rate $w$ in each direction has mean square displacement $2wt=2Dt$, so $D=w$ in these units. To identify $\ell$, consider a constant current $J$ towards the edge, without deposition:
\begin{equation}
J=w(n_{L-2}-n_{L-1})=w'n_{L-1}.
\end{equation}
The density falls by $J/w$ per row. Its linear extrapolation to $x=L$, the point at which the continuum condition is imposed, is
\begin{equation}
n(L)=n_{L-1}-\frac Jw=J\left(\frac1{w'}-\frac1w\right).
\end{equation}
Since $\ell=D/k_-=D\,n(L)/J$ and $D=w$,
\begin{equation}
\ell=\frac{w}{w'}-1 .
\label{ratio}
\end{equation}

For the fate of one atom, condition on its next hop. On rows $1\le i\le L-2$ both directions are equally likely, so $u_i=(u_{i-1}+u_{i+1})/2$. Thus $u_i$ is linear in $i$, and $u_0=1$ gives $u_i=1-si$ with a constant slope $s$. From the last row the atom hops back with probability $w/(w+w')$; otherwise it crosses the edge and cannot reach the ascending step. Therefore
\begin{align}
(w+w')u_{L-1}&=w\,u_{L-2},\\
w'u_{L-1}&=w(u_{L-2}-u_{L-1})=ws .
\end{align}
With (\ref{ratio}) this reads $u_{L-1}=(1+\ell)s$. Inserting $u_{L-1}=1-s(L-1)$ gives $1=s(L+\ell)$, and so
\begin{equation}
u_i=\frac{L+\ell-i}{L+\ell}.
\end{equation}
The mean of $i$ over the interior rows $1,\dots,L-1$ is $L/2$. The mean of $u_i$ is therefore $(L/2+\ell)/(L+\ell)$, in agreement with (\ref{fraction}). For atoms landing on these 49 rows the value $5/6$ holds on the lattice without a continuum approximation. A simulation of 20\,000 such atoms with $w/w'=101$ gave $0.8358\pm0.0026$, which agrees with $5/6$ within one standard error.

Atoms landing beyond the density maximum do not all go down. Even from row 49 the chance of going up is $101/150\approx0.673$. The point $x_0$ divides the terrace by the direction of the net current. Atoms cross it both ways, so it does not divide them by their fate.

\section*{Part (c)}

\textbf{Question.} The terrace belongs to a long train of steps. Find the step speed when all terraces have width $L$. Then let the widths alternate between $L+\delta$ and $L-\delta$, with small $\delta$. Does the difference grow or decay?

\textbf{Model answer.} Each step is the ascending step of the terrace below it and the descending step of the terrace above it. For equal widths it collects $pFL+(1-p)FL=FL$ atoms per second and per site of its length. One atom per site advances it by one row, so its speed is $FL$, whatever $\ell$ is.

For unequal widths, write the two currents from a terrace of width $L$ as $FA(L)$, upward, and $FB(L)$, downward. From (\ref{fraction}),
\begin{equation}
A=\frac{L(L/2+\ell)}{L+\ell},\qquad B=\frac{L^2}{2(L+\ell)},\qquad A-B=\frac{L\ell}{L+\ell}.
\end{equation}
Both steps bounding a terrace move towards $+x$. The terrace widens through the motion of its descending step and narrows through that of its ascending step. For a terrace of width $L+\delta$ with two neighbours of width $L-\delta$,
\begin{align}
\dot\delta&=F[A(L-\delta)+B(L+\delta)]-F[A(L+\delta)+B(L-\delta)]\\
&\approx-2F\,(A'-B')\,\delta
=-\frac{2F\ell^2}{(L+\ell)^2}\,\delta .
\end{align}
The last form uses $(A-B)'=\ell\,[(L+\ell)-L]/(L+\ell)^2$. Here $\ell/(L+\ell)=2/3$, so $\dot\delta=-(8/9)F\delta$: the difference falls by a factor $e$ while about 1.1 monolayers are deposited. A terrace that is too wide sends more additional atoms to its ascending step than to its descending step, and so it shrinks. This result concerns alternating widths of straight steps and says nothing about whether the steps stay straight.

\section*{Part (d)}

\textbf{Question.} Apply the model to growth of nickel on Ni(111) at 400 K and 0.01 monolayer/s. Use the rough assumed values of 0.3 eV for the terrace diffusion barrier, $10^{13}\,\mathrm{s^{-1}}$ for the prefactor of both kinds of hop, and 0.35 nm for the lattice parameter $a$. What extra barrier $E$ does $\ell=100$ require? Find the adatom coverage and the step speed. How does $p$ change at 350 K and 450 K if $E$ and $L$ are held fixed?

\textbf{Model answer.} Neighbouring atoms on this surface are $a/\sqrt2$ apart, and close-packed rows are $\sqrt3/2$ times this distance apart, which is 0.214 nm. The terrace is thus 10.7 nm wide, and the kinetic length is 21.4 nm.

With equal prefactors $w'/w=e^{-E/k_BT}$, so (\ref{ratio}) gives
\begin{equation}
E=k_BT\ln(1+\ell)=0.03447\ \mathrm{eV}\times\ln101\approx0.16\ \mathrm{eV}.
\end{equation}
This is the barrier that the chosen $\ell$ demands, not a computed property of nickel. It also assumes one hop per row. If the atom moves by alternating between fcc and hcp hollow sites of equal energy, $p=5/6$ requires 0.17 eV when one such hop per edge site crosses the edge and 0.20 eV when two do.

We take the prefactor to refer to row-to-row motion. This is a convention: $w$ is one third of the rate per hop direction for fcc--hcp hops and twice that rate for direct hops between like sites. The row-to-row rate is then $w=10^{13}\,e^{-0.3/0.03447}\,\mathrm{s^{-1}}\approx1.7\times10^9\,\mathrm{s^{-1}}$, so $F/D\approx6.0\times10^{-12}$. From (\ref{profile}) the largest coverage is $(F/D)x_0^2/2\approx5.2\times10^{-9}$ monolayer. At the descending edge it is still $5.0\times10^{-9}$, because the barrier holds the atoms back. The mean is
\begin{equation}
\bar n=\frac FD\left(\frac{x_0L}{2}-\frac{L^2}{6}\right)=625\,\frac FD\approx3.8\times10^{-9}.
\end{equation}
Per site of step length, $0.417$ atoms per second reach the ascending step and $0.083$ the descending step. The step speed is $FL=0.5$ rows per second, or 0.11 nm/s. The coverages are proportional to $1/w$ and are only as good as the assumed 0.3 eV. Empirical many-body potentials for nickel give 0.07 to 0.09 eV for this hop, which would lower them several hundredfold, while $p$, $E$ and the step speed would not change.

With $E$ and $L$ fixed, $\ell=e^{E/k_BT}-1$ rises to about 194 sites at 350 K and falls to about 60 sites at 450 K. The fraction $p$ becomes 0.90 and 0.77 respectively. Heating makes the edge easier to cross relative to a terrace hop and moves $p$ towards $1/2$.

\section*{Part (e)}

\textbf{Question.} Estimate the effects left out, and judge how far $p=5/6$ can be trusted for a real surface.

\textbf{Model answer.} \emph{Counting of rows.} If atoms landing on row 0 are included as attached to the ascending step, the fraction over all 50 rows is $(1+49\times5/6)/50\approx0.837$.

\emph{Landing at the edge.} If every atom landing on the last row slides down on impact, the fraction loses $u_{49}/50=0.0135$ and becomes 0.823.

\emph{Finite ascending attachment.} With an ascending kinetic length $\ell_+$, the condition at $x=0$ is $n(0)=\ell_+Fx_0/D$. This adds $\ell_+x_0$ to the left side of the equation for $x_0$, so
\begin{equation}
p=\frac{L/2+\ell}{L+\ell+\ell_+}.
\end{equation}
For $\ell_+=1$ this is $125/151\approx0.828$.

\emph{Step motion.} In the frame of steps moving at speed $v=FL$, the diffusion equation gains a term $vn'$. Its size relative to $Dn''$ is of order $vL/D=FL^2/D\approx1.5\times10^{-8}$.

\emph{Desorption.} The desorbed fraction is the desorption rate per atom times $\bar n/F$. With a rough desorption energy of 3 eV and the same prefactor it is about $10^{-31}$, which is negligible.

\emph{Islands.} Suppose that two atoms which meet stay together. In mean field, $\sigma D_sn^2$ nuclei form per site and second, with a rough capture number $\sigma=3$, which may be off by a factor of two or so. Here $D_s=(\sqrt3/2)w$ is the diffusion coefficient divided by the area per site: with atom spacing $d$, the former is $w(\sqrt3d/2)^2$ and the latter $\sqrt3d^2/2$. During one monolayer, a patch of $L\times L$ sites acquires
\begin{equation}
N=\frac{L^2\sigma D_s\,\overline{n^2}}{F}\approx0.018
\end{equation}
nuclei, so nucleation is rare here. Solving the two-atom problem on the triangular lattice, with nearest neighbours counted as having met, gives $\sigma\approx1.5$ and $N\approx0.009$ for this terrace. Since $n\propto FL^2/D$ at fixed $\ell/L$, $N$ grows as $FL^6/D$ at fixed $\sigma$. Doubling both $L$ and $\ell$ would then raise it 64-fold, or somewhat less because $\sigma$ falls slowly with $L$. With the assumed terrace barrier this is of the order of one nucleus per patch, and the model would fail.

\emph{The real surface.} The extra barrier of 0.16 eV follows from the chosen $\ell$ and is not a measured value for nickel. The weakest assumption is a single, known $\ell$. Ni(111) has two kinds of close-packed step, whose barriers may differ, and an atom may descend by exchanging places with an edge atom, with a different prefactor. If the edge prefactor were ten times the terrace one, $\ell=100$ would require a barrier larger by $k_BT\ln10\approx0.08$ eV. Conversely, halving $E$ at 400 K with equal prefactors gives $\ell=\sqrt{101}-1\approx9$ and $p\approx34/59\approx0.58$. The corrections for row counting, landing and ascending attachment with $\ell_+=1$ change $p$ by less than 0.02, whereas halving the barrier removes most of the asymmetry. Among the effects estimated here, the uncertainty of the kinetic length therefore limits the trust in the value $5/6$ most.

\section*{Numbers as computed}
\begin{verbatim}
Terrace width: 50 sites = 10.72 nm
Descending kinetic length: 100 sites = 21.43 nm
Fraction to ascending step, boundary-value solver: 0.833333
Fraction to descending step, boundary-value solver: 0.166667
Position of density maximum x0: 41.667 sites
Lattice fraction, interior rows: 0.833333
Random-walk fraction: 0.8358 +/- 0.0026 (20000 atoms)
Chance to go up from last row (row 49): 0.6733
--- Example: Ni on Ni(111), rough inputs ---
Temperature: 400 K; kT: 0.03447 eV
Deposition rate: 0.010 monolayer/s
Terrace diffusion barrier: 0.30 eV
Prefactor: 1.0e+13 1/s
Lattice parameter: 0.35 nm; row spacing: 0.2143 nm
Inferred extra step barrier: 0.1591 eV
Edge rate / terrace rate: 0.00990
Row-to-row hop rate: 1.660e+09 1/s
Arrivals at ascending step: 0.4167 1/s per edge site
Arrivals at descending step: 0.0833 1/s per edge site
Step speed: 0.500 rows/s = 0.1072 nm/s
Adatom coverage, mean: 3.765e-09 monolayer
Adatom coverage, maximum: 5.229e-09 monolayer
Adatom coverage, descending edge: 5.019e-09 monolayer
At 350 K, same barrier: kinetic length 194.3 sites, fraction up 0.8977
At 450 K, same barrier: kinetic length 59.5 sites, fraction up 0.7716
--- Size of neglected effects ---
Lattice fraction, all 50 rows counted: 0.83667
Same, last row funnels down: 0.82320 (change -0.01347)
Fraction with ascending kinetic length 1 site: 0.82781
Step motion, speed*L/D: 1.51e-08
Desorption energy: 3.0 eV; desorbed fraction: 6.0e-32
Capture number: 3; nuclei per 50 x 50 site patch per monolayer: 0.018
Barrier shift for tenfold prefactor ratio: 0.0794 eV
\end{verbatim}
